Van der Merwe's misfit array and its isolated-dislocation limit

**Q.** Two crystals with different spacings are joined along a plane. Why should the mismatch gather into dislocations, and what fixes their distance?

**A.** The distance is geometry. Let the substrate a fill y < 0 with spacing a along x, and the film b fill y > 0 with spacing b > a. Both are thick and carry no uniform strain far from the interface. A film atom j sits at x = jb + u_b, where u_b is its elastic displacement. Its phase in the film lattice is 2π(x − u_b)/b = 2πj, and in the displaced substrate lattice it is 2π(x − u_a)/a. The difference is

φ = 2πx(1/a − 1/b) + 2π(u_b/b − u_a/a).

The first term gains 2π over the period p, where

1/p = 1/a − 1/b, so p = ab/(b − a).

With the mean spacing c = 2ab/(a + b) we have 1/a = 1/c + 1/(2p) and 1/b = 1/c − 1/(2p). Replacing a and b by c under the displacements therefore makes a relative error c/(2p), and I assume small misfit c/p. I put x = 0 where the atoms are worst placed, φ = π, and write φ = 2πU/c with

U = c/2 + cx/p + w, w = u_b − u_a.

Whether the mismatch gathers near x = 0 depends on forces.

**Q.** Then the force law carries the burden. Which one, and with what sign?

**A.** The interface has an energy per area with the period of the lattice, here a single cosine:

W(U) = E₀[1 − cos(2πU/c)], E₀ = μ₀c²/(4π²d).

Its slope is

τ = dW/dU = (μ₀c/2πd) sin(2πU/c).

For small U this is μ₀U/d, the response of a layer of thickness d and shear modulus μ₀. The film feels the force per area −τ, which pulls it back into registry, and the substrate feels +τ. The sine is a model; a real interface has further harmonics.

**Q.** And the crystals? A shear traction also pushes a surface up and down.

**A.** It does. Take plane strain, isotropic elasticity and a traction t sin kx on the substrate, with no normal traction. Use the stress function

Φ = (t/k) y e^{ky} cos kx.

Since e^{ky} cos kx is harmonic, its product with y is biharmonic, as equilibrium and compatibility require. Then

σ_xx = ∂²Φ/∂y² = t(2 + ky)e^{ky} cos kx,
σ_yy = ∂²Φ/∂x² = −t ky e^{ky} cos kx,
σ_xy = −∂²Φ/∂x∂y = t(1 + ky)e^{ky} sin kx.

At y = 0 these give the required tractions. The surface strain is

ε_xx = [(1 − ν_a)σ_xx − ν_aσ_yy]/(2μ_a) = (1 − ν_a)t cos kx/μ_a,

and integration over x gives

u_a = (1 − ν_a)t sin kx/(μ_a k).

For the normal displacement, ε_yy = [(1 − ν_a)σ_yy − ν_aσ_xx]/(2μ_a) = −t(ky + 2ν_a)e^{ky} cos kx/(2μ_a). Integrating from y = −∞ to 0 gives

u_y = (1 − 2ν_a)t cos kx/(2μ_a k).

For the film, reflect y and reverse the traction. The tangential displacement changes sign. The normal one changes sign twice, so it keeps its sign. The surfaces therefore stay in contact without normal traction if

(1 − 2ν_a)/μ_a = (1 − 2ν_b)/μ_b.

Identical crystals satisfy this. For other pairs, setting the normal traction to zero is a further approximation.

Subtracting the tangential displacements, each harmonic of w obeys

w_k = −τ_k/(Λk), 1/Λ = (1 − ν_a)/μ_a + (1 − ν_b)/μ_b.

**Q.** So you have a nonlinear equation coupling all harmonics. Can it really be solved in closed form?

**A.** First remove the units. Let X = 2πx/p and g = 2πw/c, so that φ = π + X + g, and let |K| multiply the nth harmonic by n. Since k = 2πn/p, the relation Λkw_k = −τ_k becomes

(Λc/p)|K|g = −(μ₀c/2πd) sin φ.

Multiplying by 2πd/(μ₀c) gives

sin φ + β|K|g = 0, β = 2πζ/p, ζ = Λd/μ₀.

The length ζ compares the stiffness of the crystals with that of the interface. Now try harmonics that fall geometrically:

g = 2 Σ rⁿ sin(nX)/n, n ≥ 1, 0 < r < 1.

With z = re^{iX}, the series −ln(1 − z) = Σ zⁿ/n gives g = −2 arg(1 − z). Hence e^{ig} = (1 − z*)/(1 − z), and

e^{i(φ−π)} = e^{iX}e^{ig} = (e^{iX} − r)/(1 − re^{iX}).

Multiply above and below by 1 − re^{−iX}. The denominator becomes D = 1 − 2r cos X + r², and the numerator e^{iX} − 2r + r²e^{−iX} has imaginary part (1 − r²) sin X. Since sin φ = −sin(φ − π),

sin φ = −(1 − r²) sin X/D.

The other term is

|K|g = 2 Σ rⁿ sin nX = 2 Im[z/(1 − z)] = 2r sin X/D.

Both terms have the same dependence on X, so the equation holds everywhere if

2βr = 1 − r², r = √(1 + β²) − β.

The other root is below −1 and its series diverges.

**Q.** I would like to see the displacement itself, not a phase factor.

**A.** Put θ = φ − π and use tan(θ/2) = −i(e^{iθ} − 1)/(e^{iθ} + 1). Over the common denominator 1 − re^{iX}, the numerators of e^{iθ} − 1 and e^{iθ} + 1 are (1 + r)(e^{iX} − 1) and (1 − r)(e^{iX} + 1). Thus

tan(θ/2) = [(1 + r)/(1 − r)] tan(X/2).

To express the factor through β, write it as (1 + r)²/(1 − r²), and use 1 − r² = 2βr and r² = 1 − 2βr:

(2 + 2r − 2βr)/(2βr) = (1/r + 1 − β)/β = [1 + √(1 + β²)]/β,

because 1/r = √(1 + β²) + β. For |x| < p/2,

U = c/2 + (c/π) arctan{[(1 + √(1 + β²))/β] tan(πx/p)}.

When β is small the factor is large. U then changes quickly near x = 0 and stays near a multiple of c elsewhere. This is the gathering you asked about: wide strips in good registry, separated by dislocations.

**Q.** You guessed a stationary solution. It could be a saddle, with the dislocations ready to pair up.

**A.** In units of E₀, with ⟨ ⟩ the average over a period, the energy is ⟨1 − cos φ⟩ + (β/2)⟨g|K|g⟩; its variation gives the force balance. A disturbance h of g changes it at second order by half the average of

cos φ h² + βh|K|h.

Let ρ = dφ/dX = 1 + 2 Σ rⁿ cos nX = (1 − r²)/D, which is positive. Differentiating the force balance gives cos φ ρ = −β|K|ρ, as |K| removes the constant.

Let h have period 2πN. Then

|K|h(X) = ∫J(X − X′)[h(X) − h(X′)]dX′, J(s) = 1/[4πN² sin²(s/2N)],

over one such period. To verify this, apply it to the harmonic m/N with s = Nσ. The factor is (1/2πN)∫ sin²(mσ/2)/sin²(σ/2) dσ over 2π. The ratio is |1 + e^{iσ} + … + e^{i(m−1)σ}|², whose mean is m, so the factor is m/N.

Now write h = ρq, with primes for values at X′. Symmetrizing in X and X′, the integral of the quadratic form is

(β/2)∬J{(ρq − ρ′q′)² − (ρq² − ρ′q′²)(ρ − ρ′)}dX dX′.

Expanding the braces, ρ²q² and ρ′²q′² cancel, leaving ρρ′(q − q′)². The result cannot be negative, and it vanishes only for constant q, a shift of the whole array. Pairing therefore costs energy at second order, for any whole number N of periods. This does not prove a global minimum.

**Q.** Fine. What does the interface cost?

**A.** There are two parts. For the misfit part, expand

e^{i(φ−π)} = −r + (1 − r²) Σ r^{n−1}e^{inX}.

Its average is −r, so ⟨cos φ⟩ = r and the misfit energy is E₀(1 − r).

The elastic part is the work of tractions that grow in proportion to the displacements, ½⟨τu_a − τu_b⟩ = −½⟨τw⟩. Inserting τ = −Λ(2π/p)|K|w and w = cg/2π gives

½Λ(2π/p)(c²/4π²)⟨g|K|g⟩ = ½E₀β⟨g|K|g⟩,

because E₀β = Λc²/(2πp). Since ⟨sin² nX⟩ = ½,

⟨g|K|g⟩ = ½ Σ n(2rⁿ/n)² = 2 Σ r²ⁿ/n = −2 ln(1 − r²).

The elastic part is thus −E₀β ln(1 − r²). With 1 − r² = 2βr,

E/E₀ = 1 + β − √(1 + β²) − β ln[2β√(1 + β²) − 2β²].

This is van der Merwe's interfacial energy. Its zero is the perfectly matched interface, so the chemical energy of joining two materials is not in it.

**Q.** I see no isolated dislocation in that formula. Where is the logarithm?

**A.** Use ln(2βr) = ln 2β + ln r and ln r = −asinh β:

E/E₀ = β(1 − ln 2β) + 1 − √(1 + β²) + β asinh β.

For small β, √(1 + β²) ≈ 1 + β²/2 and asinh β ≈ β, so

E/E₀ = β(1 − ln 2β) + β²/2 + O(β⁴).

There is one dislocation per length p. Since pE₀β = Λc²/2π and 2β = 4πζ/p,

pE → (Λc²/2π)[ln(p/4πζ) + 1].

**Q.** A logarithm of the period is not yet the logarithm of one dislocation. You must show that they are the same.

**A.** Let p → ∞ at fixed x. The factor before the tangent tends to 2/β = p/(πζ), and tan(πx/p) tends to πx/p, so

U = c/2 + (c/π) arctan(x/ζ).

This is one dislocation with Burgers vector c and core half-width ζ. With x = ζ tan α we have φ = π + 2α and 1 − cos φ = 2cos²α = 2/(1 + x²/ζ²). Its misfit energy is E₀·2πζ = Λc²/2π, which is the "+1".

For the elastic part, let n(x) = dU/dx be the density of Burgers vector. The array's elastic energy per period can be written

(Λ/2π)∬n(x)n(x′){−ln|2 sin[π(x − x′)/p]|}dx dx′.

Indeed the bracket is Σ cos[2πm(x − x′)/p]/m. A harmonic n_m of the density then contributes (Λ/2π)(p/2)²n_m²/m. The earlier form, p·½Λ⟨w|k|w⟩ with w_m = n_m p/(2πm), gives the same Λp²n_m²/(8πm).

For separations much less than p the bracket is ln[(p/2π)/|x − x′|]. That is the self-interaction of a single dislocation with outer length L = p/2π. For the isolated profile, n dx = (c/π)dα with α uniform over an interval π, and

|x − x′| = ζ|sin(α − α′)|/|cos α cos α′|.

The mean of ln|sin| and of ln|cos| is −ln 2, so the mean of ln|x − x′| is ln ζ − ln 2 + 2 ln 2 = ln 2ζ. The self-energy is

(Λc²/2π) ln(L/2ζ),

and L = p/2π turns it into (Λc²/2π) ln(p/4πζ). The neighbours have supplied the cutoff without which a single dislocation in an infinite solid has infinite energy.

For identical crystals Λ = μ/[2(1 − ν)], so the prefactor is μc²/[4π(1 − ν)]. A separate integration of the strain energy around a singular edge dislocation, from its displacement field at ν = 0.25, gives 0.1061μc², equal to μc²/(4π × 0.75).

**Q.** What happens at the other end, when β is large?

**A.** Then r ≈ 1/(2β). The misfit part is 1 − 1/(2β), the elastic part is about βr² = 1/(4β), and

E/E₀ ≈ 1 − 1/(4β).

The crystals hardly deform, and the interface averages over all registries. But β = 2π(ζ/c)(c/p), and I assumed c/p small. Large β thus needs ζ well above p/2π, a weak interface between stiff crystals. With ζ near c it would need a misfit outside the theory.

**Q.** Give me numbers, and show where they come from.

**A.** These are round model parameters, not a named material: a = 0.300 nm, b = 0.306 nm, μ_a = 50 GPa, ν_a = 0.25, μ_b = 40 GPa, ν_b = 0.30, μ₀ = 30 GPa and d = 0.300 nm. The contact condition holds, since 0.50/50 = 0.40/40. Then

p = 0.300 × 0.306/0.006 = 15.3 nm, c = 0.303 nm, c/p = 0.0198,
1/Λ = 0.75/50 + 0.70/40 = 0.0325 GPa⁻¹, Λ = 30.8 GPa,
ζ = 30.77 × 0.300/30 = 0.308 nm,
β = 2π × 0.3077/15.3 = 0.126, r = 0.882,
E₀ = 30 × 0.30297²/(4π² × 0.300) = 0.2325 J/m².

The misfit part is 0.2325 × 0.1184 = 0.0275 J/m², the elastic part is 0.0441 J/m², and E = 0.0716 J/m². Per dislocation this is 6.84 eV/nm; the logarithm gives 6.66 eV/nm. The gap of 0.18 eV/nm is the next term, (Λc²/2π)(β/2) = 2.806 × 0.0632 eV/nm.

At x = ζ the offset U/c is 0.751, where undeformed crystals would have 0.520. At a quarter period it is 0.980, against 0.974 for an isolated dislocation. At the midpoint the array reaches 1 by symmetry, while the isolated profile has reached 0.987.

The closed form was also tested by minimizing the energy on a grid of 512 points from g = 0, for β = 0.063, 0.126, 1.5 and 20. The largest phase difference was 10⁻⁹ rad. For three periods together at β = 0.126, the two lowest eigenvalues of the second variation were zero to within 10⁻¹¹ and 0.0035, as the stability argument requires.

**Q.** How far can I trust the logarithm alone?

**A.** With c and ζ held fixed at these values, the logarithmic law is below the full energy by 1.0% at c/p = 0.01, 2.6% at 0.02, 9.8% at 0.05 and 29% at 0.10. It even has a false maximum: the derivative of β(1 − ln 2β) is −ln 2β, which vanishes at β = ½, here c/p ≈ 0.08. The derivative of the full E/E₀ is asinh β − ln 2β = −ln(1 − r²), which stays positive. At the largest misfits the full formula itself carries errors of relative order c/p.

**Q.** Your p/b is 50, a whole number. Does commensurability lower the energy?

**A.** Not in the continuum energy, which does not depend on where the array sits. Atoms sample the interface at points, however. As an estimate, freeze the profile and take film sites at equal spacing b, with p/b = M/q in lowest terms. Their phases step by 2πq/M. From the expansion above,

1 − cos φ = 1 − r + (1 − r²) Σ r^{n−1} cos nX.

Averaging over M successive sites removes every harmonic except multiples of M. As the array slides, the energy ripples with leading amplitude

E₀(1 − r²)r^{M−1}.

For M = 50 this is 1.1 × 10⁻⁴ J/m², or 0.15% of E. For irrational p/b each harmonic averages to zero over a long row, and the ripple disappears. The amplitude is an order of magnitude only: the displacements u_b, left out of the site positions here, shift the phase of the Mth harmonic by 2πu_b/b, which reaches about one radian for these parameters. Nor is it a relaxed barrier to sliding, because the atoms have not been allowed to respond.

**Q.** And a real film on a real substrate?

**A.** Moduli of tens of GPa, spacings near 0.3 nm and a misfit of 2% are ordinary for metals. The interface enters only through the ratio μ₀/d, which is a chosen value here, not a measured one. Halving μ₀ at fixed d doubles ζ and, in the logarithmic law, lowers the line energy by 2.806 ln 2 = 1.9 eV/nm, more than a quarter of the result.

Many interfaces also have misfit in two directions. If W is a sum of two such cosines, one for each direction, the elastic cross terms average to zero and the energies add: two equal perpendicular arrays cost 0.14 J/m².

The core strains linear elasticity. There dφ/dX = (1 + r)/(1 − r) = 15.9, so dw/dx = 0.0198 × 14.9 = 0.295. Shared in proportion to 0.0175 and 0.0150 GPa⁻¹, this is 16% extension in the film and 14% compression in the substrate. The core energy is therefore less secure than the prefactor of the logarithm.

Finally, the film must be thick. At depth p the shear stress of the first harmonic is (1 − 2π)e^{−2π}, about −1% of its interface value. A film much thinner than p has a free surface inside this field, and a very thin one may stay strained to the substrate with no array at all. Neither case is described by the energy derived here. The numerical output below gives the offset at five positions and the misfit scan.

Computed results

```
substrate spacing a = 0.300 nm, film spacing b = 0.306 nm
substrate: mu_a = 50 GPa, nu_a = 0.25
film: mu_b = 40 GPa, nu_b = 0.30
interface: mu0 = 30 GPa, d = 0.300 nm
mean spacing c = 0.30297 nm
period p = 15.300 nm, misfit c/p = 0.01980
film sites per period p/b = 50.000
combined modulus Lam = 30.769 GPa
core half-width zeta = 0.3077 nm
beta = 0.12636, r = 0.88159
peak traction mu0*c/(2 pi d) = 4.822 GPa
energy scale E0 = 0.23251 J/m^2
misfit part of energy = 0.02753 J/m^2
elastic part of energy = 0.04411 J/m^2
total interfacial energy E = 0.07164 J/m^2
line prefactor Lam c^2/(2 pi) = 2.8056 eV/nm
energy per dislocation p*E = 6.8417 eV/nm
same from isolated-dislocation log = 6.6647 eV/nm
offset U/c: x (nm), array, isolated, unrelaxed
  0.0000  0.50000  0.50000  0.50000
  0.3077  0.75084  0.75000  0.52011
  1.9125  0.95201  0.94922  0.62500
  3.8250  0.98000  0.97445  0.75000
  7.6500  1.00000  0.98720  1.00000
scan at fixed c, zeta: c/p, beta, E (J/m^2), log law (J/m^2), log error (%)
  0.001  0.00638  0.00796  0.00795  -0.059
  0.005  0.03191  0.02795  0.02783  -0.423
  0.010  0.06381  0.04585  0.04538  -1.032
  0.020  0.12762  0.07208  0.07019  -2.623
  0.050  0.31906  0.11925  0.10751  -9.843
  0.100  0.63811  0.15808  0.11218  -29.035
site-sampling ripple amplitude, M = 50: 1.078e-04 J/m^2
ripple amplitude / E = 1.504e-03
first-harmonic shear at depth p / interface = -0.00987
largest phase error, grid vs formula = 1.0e-09 rad
lowest two stability eigenvalues = -5.4e-12, 0.00353
mean log distance, two Lorentzians = 0.6931; ln 2 = 0.6931
edge-field log prefactor/(mu c^2), nu=0.25 = 0.106103
```
